\section*{Radially uniform precursor flux in ideal stagnation-flow atomic layer deposition}

\section{Gas that spreads over a reactive wafer}

In a showerhead reactor for atomic layer deposition, precursor in a carrier gas enters through a plate parallel to the wafer, turns sideways and leaves at the rim. Gas near the rim has swept over much of the surface and has had time to lose precursor. One might therefore expect the centre of the wafer to receive more than the edge. In one ideal flow this does not happen: if the axial velocity depends on height alone, uniform conditions at the inlet and the wafer permit a uniform flux.

Let the wafer lie at $z=0$ and the showerhead at $z=H$, with $r$ the distance from the axis and $R$ the wafer radius. The gas is isothermal and of constant density $\rho$, the precursor is dilute and does not react in the gas, and its diffusivity $D$ is constant. With $\zeta=z/H$, the axial velocity is
\begin{equation}
w=-W\phi(\zeta),\qquad \phi(0)=0,\quad \phi(1)=1,\quad \phi'\ge 0,
\label{w}
\end{equation}
where $W>0$ is the inlet speed and a prime on $\phi$ means $d/d\zeta$.

\section{The flow}

Continuity fixes the radial velocity:
\begin{equation}
\frac1r\frac{\partial(ru_r)}{\partial r}=-\frac{dw}{dz}=\frac{W\phi'}{H}
\quad\Rightarrow\quad
u_r=\frac{rW}{2H}\phi'(\zeta).
\label{ur}
\end{equation}
Integration over $r$ also allows a term $C(z)/r$ in $u_r$, which is excluded because the velocity is finite on the axis. The radial speed grows in proportion to $r$, as it must to carry away the gas delivered to a disc of area $\pi r^2$ through a rim of length $2\pi r$.

This velocity field must also satisfy the momentum equations. Let $\mu$ be the viscosity and $\nu=\mu/\rho$. Since $u_r\propto r$, the radial part of its viscous term, $\partial_r[r^{-1}\partial_r(ru_r)]$, vanishes. The radial equation becomes
\begin{align}
-\frac1\rho\frac{\partial p}{\partial r}
&=u_r\frac{\partial u_r}{\partial r}+w\frac{\partial u_r}{\partial z}
-\nu\frac{\partial^2u_r}{\partial z^2}\nonumber\\
&=r\left[\frac{W^2\phi'^2}{4H^2}-\frac{W^2\phi\phi''}{2H^2}
-\frac{\nu W\phi'''}{2H^3}\right].
\end{align}
Taking out the factor $-\nu W/(2H^3)$ gives
\begin{equation}
\frac{\partial p}{\partial r}=\frac{\mu Wr}{2H^3}
\left[\phi'''+\mathrm{Re}\left(\phi\phi''-\tfrac12\phi'^2\right)\right],
\qquad \mathrm{Re}=\frac{WH}{\nu}.
\label{pr}
\end{equation}
In the axial equation every velocity term depends on $z$ alone, so $\partial p/\partial z$ does not depend on $r$. Hence $\partial_z\partial_rp=0$, and the bracket is a constant $K$:
\begin{equation}
\phi'''+\mathrm{Re}\left(\phi\phi''-\tfrac12\phi'^2\right)=K .
\label{phi}
\end{equation}
No slip at the wafer and purely axial injection add $\phi'(0)=\phi'(1)=0$. With the two end values in (\ref{w}) there are four conditions, enough for a third-order equation and the unknown $K$. For $\mathrm{Re}\to0$ the solution is $\phi=3\zeta^2-2\zeta^3$ with $K=-12$. Integrating (\ref{pr}) from axis to edge gives the pressure drop
\begin{equation}
\Delta p=\frac{|K|\mu WR^2}{4H^3}\qquad(K<0).
\label{dp}
\end{equation}

\section{Why the concentration can be uniform}

The precursor number density $c$ obeys
\begin{equation}
\frac{\partial c}{\partial t}+u_r\frac{\partial c}{\partial r}
+w\frac{\partial c}{\partial z}
=D\left[\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right)
+\frac{\partial^2c}{\partial z^2}\right].
\label{species}
\end{equation}
Count the flux $J$ as positive towards the wafer. A surface with rate constant $k$ takes up
\begin{equation}
J=D\frac{\partial c}{\partial z}\Big|_{0}=kc(0).
\label{wall}
\end{equation}
At the inlet the downward flux, convective plus diffusive, equals the supply:
\begin{equation}
Wc(H)+D\frac{\partial c}{\partial z}\Big|_{H}=Wc_f ,
\label{inlet}
\end{equation}
where $c_f$ is the density in the feed. Prescribing $c(H)=c_f$ instead would let diffusion draw in more precursor than the feed delivers. At the outer edge take $\partial c/\partial r=0$.

Now try $c=c(z)$ in the steady state. The large radial velocity multiplies a zero gradient, and radial diffusion vanishes too. What remains,
\begin{equation}
w\frac{dc}{dz}=D\frac{d^2c}{dz^2},
\label{ode}
\end{equation}
contains no $r$, because $w$ contains none. If $k$, $W$ and $c_f$ are uniform, the boundary conditions contain no $r$ either.

The depletion argument fails because each ring of wafer is also fed from above. Within radius $r$ the supply is $\pi r^2Wc_f$, the uptake is $\pi r^2J$, and the outflow through the side is
\begin{equation}
2\pi r\int_0^Hu_rc\,dz=\pi r^2W\int_0^1\phi'c\,d\zeta .
\label{balance}
\end{equation}
All three grow as $r^2$, so one vertical profile can balance them at every radius.

\section{The flux}

Equation (\ref{ode}) is first order in $dc/dz$:
\begin{equation}
\frac{d}{dz}\frac{dc}{dz}=-\frac{W\phi}{D}\frac{dc}{dz}
\quad\Rightarrow\quad
\frac{dc}{dz}=\frac JDE(z),
\label{grad}
\end{equation}
\begin{equation}
E(z)=\exp\left[-\frac WD\int_0^z\phi\,dz'\right],
\label{E}
\end{equation}
where (\ref{wall}) set the gradient at $z=0$, at which $E=1$. A second integration, with $c(0)=J/k$, gives
\begin{equation}
c(H)=\frac Jk+\frac{JI}{D},\qquad I=\int_0^HE\,dz .
\end{equation}
Condition (\ref{inlet}) reads $c_f=c(H)+JE(H)/W$. Therefore
\begin{equation}
J=\frac{c_f}{1/k+R_g},\qquad R_g=\frac ID+\frac{E(H)}{W}.
\label{J}
\end{equation}
The wall resistance $1/k$ and the gas resistance $R_g$ act in series.

A second form of $R_g$ shows the limits. Since $dE/dz=-(W\phi/D)E$, we have $\int_0^H\phi E\,dz=D[1-E(H)]/W$. Writing $E=\phi E+(1-\phi)E$ inside $I$ gives
\begin{equation}
R_g=\frac1W+\frac1D\int_0^H(1-\phi)E\,dz .
\label{Rg}
\end{equation}
By (\ref{w}), $0\le\phi\le1$, so $R_g\ge1/W$ and $J\le Wc_f$: the wafer cannot take more than is supplied.

Let $\mathrm{Pe}=WH/D$. When $\mathrm{Pe}\ll1$, $E\approx1$; with the low-Re profile, whose mean is $1/2$,
\begin{equation}
R_g\approx\frac1W+\frac{H}{2D}.
\label{low}
\end{equation}
When $\mathrm{Pe}\gg1$ at a fixed profile with $b=\phi''(0)>0$, $E$ falls to zero in a thin layer where $\phi\approx b\zeta^2/2$. Its exponent is then $-\mathrm{Pe}\,b\zeta^3/6$, and
\begin{equation}
R_g\approx\frac ID\approx\frac HD\,\Gamma\!\left(\tfrac43\right)
\left(\frac{6}{b\,\mathrm{Pe}}\right)^{1/3}.
\end{equation}
For a fast surface reaction the flux then grows as $W^{1/3}$ at fixed $\phi$. Reaching large Pe at fixed $\phi$ needs $\nu\gg D$, as in a liquid. In a gas $\mathrm{Pe}/\mathrm{Re}=\nu/D$ is of order one (about 2 in the example below), so large Pe means large Re, where $b$ grows roughly as $\mathrm{Re}^{1/2}$. With (\ref{phi}) solved anew at each speed, the flux grows close to $W^{1/2}$: the local exponent is 0.47 to 0.50 for Pe from 6 to 370.

\section{Is the uniform solution the only one?}

Let $e$ be the difference of two solutions with the same data and a fixed $k\ge0$. It obeys (\ref{species}), with $c_f=0$ in (\ref{inlet}). Because $\nabla\cdot\mathbf u=0$,
\begin{equation}
e\nabla\cdot(\mathbf ue-D\nabla e)
=\nabla\cdot\left(\tfrac12\mathbf ue^2-De\nabla e\right)+D|\nabla e|^2 .
\label{identity}
\end{equation}
Integrate over the gap and use the outward normal on each surface. At the wafer the velocity is zero and $De\,\partial_ze=ke^2$. At the inlet $D\partial_ze=-We$, so the surface term is $-\frac12We^2+We^2=\frac12We^2$. At the edge the diffusive term is zero. Thus
\begin{align}
-\frac{d}{dt}\int\frac{e^2}{2}dV={}&\int D|\nabla e|^2dV+\int_{\rm wafer}ke^2dA\nonumber\\
&+\int_{\rm inlet}\frac{We^2}{2}dA+\int_{\rm edge}\frac{u_re^2}{2}dA .
\label{energy}
\end{align}
Every term on the right is non-negative, the last because $\phi'\ge0$ makes the gas flow outwards. In a steady state the sum is zero, so $e$ is constant, and the inlet term makes that constant zero. The uniform solution is unique, and disturbances of the gas decay towards it.

\section{A self-limiting pulse}

During a pulse the surface fills. Let $\theta$ be the fraction of $N_s$ sites per area that are occupied, and let
\begin{equation}
k=k_0(1-\theta),\qquad N_s\frac{\partial\theta}{\partial t}=J=k_0(1-\theta)c(0).
\label{cover}
\end{equation}
If the initial gas and coverage are uniform, the trial $c(z,t)$, $\theta(t)$ again removes $r$ from every equation. I take for granted that the resulting one-dimensional initial-value problem has a non-negative, bounded solution, $0\le c_1\le M$.

To exclude others, let $(c_2,\theta_2)$ be a second solution with $c_2\ge0$ and the same data, and put $e=c_2-c_1$, $s=N_s(\theta_2-\theta_1)$. The fluxes differ by
\begin{equation}
\frac{\partial s}{\partial t}=J_2-J_1=k_0(1-\theta_2)e-\frac{k_0c_1}{N_s}s .
\end{equation}
Here $0\le1-\theta_2\le1$, since (\ref{cover}) makes $1-\theta_2$ decay without changing sign. Define $Y=\frac12\int e^2dV+\frac1{2H}\int s^2dA$. In (\ref{energy}) the wafer term is now $e(J_2-J_1)$. Dropping terms that can only lower $Y$ leaves
\begin{equation}
\frac{dY}{dt}\le-D\!\int|\nabla e|^2dV+B\!\int_{\rm wafer}|e||s|\,dA,
\quad B=\frac{k_0M}{N_s}+\frac{k_0}{H}.
\end{equation}
Use $|e||s|\le\frac12(He^2+s^2/H)$. The surface value of $e$ is controlled by the interior: for any $\delta>0$,
\begin{align}
e(r,0)^2&=-\int_0^H\partial_z\left[(1-z/H)e^2\right]dz\nonumber\\
&\le\left(\frac1H+\frac1\delta\right)\int_0^He^2dz+\delta\int_0^H(\partial_ze)^2dz .
\end{align}
With $\delta=2D/(BH)$ the gradient term is cancelled by diffusion, and $dY/dt\le CY$ with a constant $C$. Since $Y(0)=0$, $Y$ stays zero. The flux is uniform throughout the pulse, not merely at its end.

If the gas adjusts much faster than the surface fills, (\ref{J}) holds at each instant with $k=k_0(1-\theta)$. Then
\begin{equation}
dt=\frac{N_s}{c_f}\left[\frac1{k_0(1-\theta)}+R_g\right]d\theta ,
\end{equation}
and for an initially empty surface
\begin{equation}
t=\frac{N_s}{c_f}\left[-\frac{\ln(1-\theta)}{k_0}+R_g\theta\right].
\label{time}
\end{equation}
The logarithm is the slow search for the last sites; the linear term is the cost of transport.

\section{A trimethylaluminium pulse}

Consider trimethylaluminium in nitrogen over a 300~mm wafer, with rough values: 500~K, 1~Torr, $H=20$~mm, $W=1$~m/s, $D=140$~cm$^2$/s, $\mu=2.6\times10^{-5}$~Pa\,s, 0.1\,\% precursor, $N_s=4$~nm$^{-2}$ and initial sticking probability $\beta=0.01$.

For a molecule of mass $m$, the one-sided Maxwell flux per unit density is
\begin{equation}
\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv
=\sqrt{\frac{k_BT}{2\pi m}}=\frac{\bar v}{4},
\end{equation}
with mean speed $\bar v=\sqrt{8k_BT/\pi m}=383$~m/s. Hence $k_0=\beta\bar v/4=0.958$~m/s. The ideal-gas law gives $c_f=1.931\times10^{19}$~m$^{-3}$.

Here $\mathrm{Re}=0.69$ and $\mathrm{Pe}=1.43$. Numerical solution of the boundary-value problem (\ref{phi}) gives $K=-13.1$, near the low-Re value, and quadrature of (\ref{E}) gives the gas resistances. In s/m,
\begin{equation}
\frac1{k_0}+\frac ID+\frac{E(H)}W=1.044+1.175+0.486=2.705 ,
\end{equation}
\begin{equation}
J=\frac{1.931\times10^{19}}{2.705}~\mathrm{m^{-2}s^{-1}}
=7.14~\mathrm{nm^{-2}s^{-1}} .
\end{equation}
This is the steady flux onto an empty surface. It uses $1/2.705=37\,\%$ of the feed; the rest leaves sideways. The density at the wafer is $1.044/2.705=0.386$ of the feed value. Estimate (\ref{low}) gives $R_g\approx1.71$~s/m against 1.66~s/m, although Pe is not small.

A finite-volume solution of (\ref{species}) in $r$ and $z$, on 50 by 60 cells and without assuming uniformity, gives the same flux within 0.001\,\%. Its radial variation is at rounding level.

For 99\,\% coverage, (\ref{time}) gives
\begin{equation}
t=0.2071\left[\frac{4.605}{0.958}+1.661\times0.99\right]\mathrm{s}=1.34~\mathrm{s}.
\end{equation}
Time integration of the full equations, starting with no precursor in the gap, gives 1.36~s, which is 1.8\,\% longer. At one tenth of the feed density the excess is about 0.18\,\%. This is the expected scaling: the filling time grows as $1/c_f$, while the response time of the gas does not depend on $c_f$ to leading order.

\section{When uniformity is lost}

Stagnation flow permits uniformity but does not enforce it. Let one input at a time vary as $1+0.1(1-2r^2/R^2)$, from 10\,\% high at the centre to 10\,\% low at the edge, with all else fixed. The two-dimensional solution then gives these differences between largest and smallest flux, relative to the mean: about 10\,\% for feed density, about 10\,\% for sticking and about 4\,\% for inlet speed. These values depend somewhat on the edge condition: moving the zero-gradient edge out to 200~mm shifts them by up to 0.7 percentage points. In the last case the radial velocity was adjusted to satisfy continuity, but not the momentum equations.

The feed varies by 20\,\% in total, yet the flux by about half of that. Most of the reason follows from (\ref{species}). Away from the edge, insert $c=c_0(z)+r^2c_2(z)$. The terms in $r^2$ give
\begin{equation}
\frac{W\phi'}{H}c_2-W\phi\frac{dc_2}{dz}=D\frac{d^2c_2}{dz^2}.
\end{equation}
Compared with (\ref{ode}) there is an added loss term, $W\phi'c_2/H$: the outward flow stretches the pattern and weakens it. Solved with (\ref{wall}) and (\ref{inlet}), this equation passes the $r^2$ part of the feed to the wafer 0.55 times as strongly as the uniform part, which turns 20\,\% into 11\,\%; the zero-gradient edge accounts for most of the remaining difference.

The edge condition is another assumption that a real reactor may break. Suppose the showerhead and flow extend to $r=200$~mm, over an inert ring outside the wafer. Unused precursor above the ring diffuses inwards against the flow. The computed initial flux, averaged over the outermost 2.5~mm of the wafer, is about 13\,\% above (\ref{J}), and it is about 21\,\% above at the rim itself. The excess passes 1\,\% only within about 10~mm of the edge. At the centre the change is no larger than about 0.001\,\%.

Several other neglected effects are smaller here. If all the gas were at 450~K, with the same molar feed, fixed $k_0$ and $D\propto T^{1.75}$, the flux would rise by 2\,\%; with $\beta$ fixed instead, so that $k_0\propto\sqrt T$, the rise is only about 0.1\,\%. For a 50~K difference across the gap, thermal diffusion with an assumed factor of 0.3 would by itself set up a relative difference in precursor mole fraction of about $0.3\ln(500/450)=3\,\%$ across the gap, and the flux changes by about 0.8\,\%; buoyancy is 2\,\% of inertia. The first two change the level of the flux. Buoyancy from a density that depends on height alone can be balanced by a pressure that also depends on height alone, and then drives no flow. All three disturb the uniformity if the temperature varies with radius. By (\ref{dp}) the pressure falls by 0.18\,\% from axis to edge, and the largest radial speed there, 5.6~m/s, is about 1\,\% of the speed of sound. The mean free path, estimated as $3D/\bar v$, is about 0.5\,\% of the gap.

The precursor partial pressure in this example is 1~mTorr. Doses of tens of mTorr would fill the surface sooner and make (\ref{time}) less accurate, since the gas would no longer respond quickly by comparison. The sticking probability is uncertain by perhaps a factor of ten either way, which moves $1/k_0$ by the same factor. Real showerheads also have separate holes, and pumping may be lopsided; neither is sized here. For an ideal irreversible, self-limiting reaction with uniform site density, a non-uniform flux changes the time each radius needs, not its final coverage. The pulse must then last until the slowest part of the wafer is full.
